Single-Pole and Small-Matrix Approximations for Helium 1s→2s with Exact Exchange

**Problem**

Hartree atomic units are used, with conversions to eV for the main results. The ground state is a closed shell with real Kohn–Sham orbitals φ. Indices i, j denote occupied orbitals and a an unoccupied one. A transition q = (i→a) has the gap w_q = ε_a − ε_i > 0 and the transition density Φ_q(r) = φ_i(r)φ_a(r). The exchange-correlation kernel f^στ(r,r') is taken as real, symmetric and independent of frequency.

(a) Derive Casida's equation for the excitation energies ω from the time-dependent Kohn–Sham equations, and separate singlets from triplets.

(b) Keep one transition. Find ω with both its forward and backward amplitudes (small-matrix approximation, SMA), and with the forward amplitude alone (single-pole approximation, SPA).

(c) Find the exact-exchange kernel of helium and its matrix elements.

(d) Evaluate both approximations for 1s→2s, singlet and triplet. An exact-exchange calculation gives ε_1s = −0.917951, ε_2s = −0.158332 and

K₂₂ = ∬ Φ₂(r) Φ₂(r') / |r−r'| d³r d³r' = 0.022599 hartree,

where Φ₂ = φ_1s φ_2s. These values come from a basis of 18 Gaussian s functions. At the basis-set limit ε_1s, and with it every gap, moves by about 5×10⁻⁶ hartree, so the sixth decimal of the orbital energies and gaps is not converged.

(e) Give an energetic meaning to the SPA, and find what the neglected transitions do to leading order.

**Hints**

1. To first order, let each occupied orbital acquire small amplitudes of unoccupied ones. The density responds to an amplitude plus its complex conjugate, which is why two frequencies, +ω and −ω, are coupled.

2. Work with the sum and the difference of the forward and backward amplitudes.

3. In helium each spin has one occupied orbital. Ask what exchange must do to the Hartree interaction of an electron with itself.

4. For (e), write the orbital energies in terms of one-electron and Coulomb integrals. Then multiply the coupling by λ and expand in λ.

**Solution**

**(a) Casida's equation**

After a weak disturbance has ended, the orbitals of spin σ move in the static Kohn–Sham potential plus the change δv_σ that their own motion induces. Write

φ_iσ(r,t) = e^(−iε_i t) [φ_i(r) + Σ_a c_iaσ(t) φ_a(r)].

Mixing among occupied orbitals is left out because orthonormality makes its first-order contribution to the density vanish. Inserting this form, keeping first order and projecting on φ_a gives

i dc_qσ/dt = w_q c_qσ + ∫ Φ_q δv_σ d³r.

The density change is δn_τ = Σ_q' Φ_q' (c_q'τ + c*_q'τ). It produces the potential

δv_σ(r,t) = Σ_τ ∫ [1/|r−r'| + f^στ(r,r')] δn_τ(r',t) d³r'.

With the coupling matrix

M^στ_qq' = ∬ Φ_q(r) [1/|r−r'| + f^στ(r,r')] Φ_q'(r') d³r d³r'

the equation of motion becomes

i dc_qσ/dt = w_q c_qσ + Σ_τq' M^στ_qq' (c_q'τ + c*_q'τ).

In a closed shell M↑↑ = M↓↓ and M↑↓ = M↓↑. The equations therefore separate for amplitudes that are equal for the two spins (singlet) and opposite (triplet, the component with zero spin projection). The respective couplings are

M± = M↑↑ ± M↑↓.

Now set c_q = X_q e^(−iωt) + Y_q e^(iωt) with real X and Y. Then c + c* = (X + Y)(e^(−iωt) + e^(iωt)), and equating the coefficients of each exponential gives

ωX = wX + M±(X + Y)
−ωY = wY + M±(X + Y).

Here w is the diagonal matrix of gaps. Let S = X + Y and D = X − Y. The second line reads ωY = −wY − M±S. Adding it to the first, and subtracting it from the first, gives

ωS = wD
ωD = wS + 2M±S.

The first relation gives D = ωw⁻¹S. Substituting this in the second and multiplying by w from the left,

ω²S = w²S + 2wM±S.

The matrix on the right is not symmetric. With S_q = √w_q F_q, and after division of row q by √w_q, it becomes so:

Σ_q' [w_q² δ_qq' + 2√(w_q w_q') M±_qq'] F_q' = ω² F_q.

This is Casida's equation. Call the bracket Ω_qq'. A negative eigenvalue of Ω would give an imaginary ω, which means that the ground state is unstable within the chosen approximation.

**(b) One transition**

For a single transition write w and M for its gap and its diagonal element M±_qq. The matrix is one number, so

ω_SMA = √(w² + 2wM).

The two amplitude equations show where the terms come from. They give X = MS/(ω − w) and Y = −MS/(ω + w). Adding them and dividing by S,

1 = M [1/(ω − w) − 1/(ω + w)] = 2wM/(ω² − w²),

which is the SMA again. If the second pole is dropped, that is, if Y = 0, what remains is

ω_SPA = w + M.

For |2M| < w the square root can be expanded:

ω_SMA = w + M − M²/(2w) + M³/(2w²) − …

The two approximations thus agree to first order in the coupling. The SMA becomes imaginary for M < −w/2, whereas the SPA stays real everywhere and positive down to M = −w, so it can miss the instability.

Both neglect Ω_qq' for q' ≠ q. For each neighbour this requires |Ω_qq'| ≪ |Ω_qq − Ω_q'q'|, and the combined effect of many neighbours must also be small. If two coupled transitions are nearly degenerate, the first requirement fails and both must be kept.

There is an ordering for the lowest root of each symmetry. The lowest eigenvalue of a symmetric matrix does not exceed any of its diagonal elements, and (w + M)² − (w² + 2wM) = M² ≥ 0. Hence, for real roots and w + M ≥ 0,

ω_full ≤ ω_SMA ≤ ω_SPA.

These are bounds on the lowest root of the model equation, not on the true excitation energy.

**(c) Exact exchange in helium**

With one electron of each spin, exchange cancels the Hartree self-interaction:

E_x = −½ Σ_σ ∬ n_σ(r) n_σ(r') / |r−r'| d³r d³r'.

One functional derivative gives the potential. The factor ½ disappears because n_σ occurs twice:

v_xσ(r) = −∫ n_σ(r') / |r−r'| d³r'.

The same expression holds at each instant of the motion. The Hartree–Fock exchange operator acting on the one occupied orbital φ_σ(t) gives −φ_σ(r,t) ∫ |φ_σ(r',t)|²/|r−r'| d³r', which is multiplication by this potential, evaluated at the same time. The kernel therefore has no memory:

f_x^στ(r,r') = −δ_στ / |r−r'|.

The argument uses the single occupied orbital per spin and does not carry over to atoms with more.

For equal spins, Hartree and exchange cancel, so M↑↑ = 0. For opposite spins the Hartree term remains, so M↑↓ = K, where K_qq' is the Coulomb integral between Φ_q and Φ_q'. Thus

M+ = K (singlet), M− = −K (triplet).

Each electron responds to the moving charge of the other and not to its own. Since K_qq is twice the electrostatic energy of the charge distribution Φ_q, it is positive, and both approximations place the singlet above the triplet. Transitions 1s→ns couple only among themselves, because a spherical transition density produces a spherical potential.

The ground-state potential follows from the same cancellation:

v_s(r) = −2/r + ∫ φ_1s(r')² / |r−r'| d³r'.

Far from the atom it tends to −2/r + 1/r = −1/r, the attraction of a singly charged ion. This is why a series of bound ns orbitals exists.

The occupied orbitals obey the same equation of motion as in time-dependent Hartree–Fock theory. The full matrices of both theories must then have the same roots, although their unoccupied orbitals differ. A numerical test in the same basis confirms this for the lowest singlet and triplet.

**(d) Numbers for 1s→2s**

The gap is

w₂ = −0.158332 + 0.917951 = 0.75962 hartree.

The SPA gives

singlet: 0.75962 + 0.02260 = 0.78222 hartree = 21.285 eV
triplet: 0.75962 − 0.02260 = 0.73702 hartree = 20.055 eV.

For the SMA, w₂² = 0.57702 and 2w₂K₂₂ = 0.03433 hartree², so

singlet: √(0.57702 + 0.03433) = 0.78189 hartree = 21.276 eV
triplet: √(0.57702 − 0.03433) = 0.73667 hartree = 20.046 eV.

The backward pole changes either result by about 0.0003 hartree. This is the size of K₂₂²/(2w₂), small because K₂₂ is only 3% of the gap.

Two comparisons answer different questions. The full Casida matrix in the same basis shows what the neglected transitions do. A configuration-interaction (CI) calculation of the S states shows what the exact-exchange model itself misses. The CI includes one-electron angular momenta up to l = 3 in a finite radial basis and omits relativity and nuclear motion. Including l = 3 moved its excitation energies by 0.0005 hartree, and the converged nonrelativistic values lie almost 0.0005 hartree higher still, near 0.7578 (singlet) and 0.7285 (triplet). The comparison is therefore meaningful to about 0.001 hartree, and the last digit of the errors quoted below can shift by one unit. In hartree:

Singlet: SPA 0.7822, SMA 0.7819, full 0.7755, CI 0.757
Triplet: SPA 0.7370, SMA 0.7367, full 0.7236, CI 0.728

Relative to the full matrix, the SPA is too high by 0.007 hartree for the singlet and 0.013 for the triplet. Relative to the CI, it is too high by 0.025 and 0.009. Keeping all transitions reduces the singlet error to 0.018. The triplet passes below the reference, with an error of −0.004, which shows that the ordering in (b) does not bound the physical energy.

**(e) Meaning of the SPA, and the neglected transitions**

Let h₁ and h₂ be the expectation values of kinetic energy plus nuclear attraction in 1s and 2s. Let J₁₁ and J₁₂ be the Coulomb integrals between the densities φ_1s², φ_1s² and φ_1s², φ_2s². The potential v_s gives

ε_1s = h₁ + J₁₁, ε_2s = h₂ + J₁₂.

The expectation values of the true Hamiltonian in the 1s² determinant and in the 1s2s configurations are

E₀ = 2h₁ + J₁₁
E± = h₁ + h₂ + J₁₂ ± K₂₂,

with the upper sign for the singlet. Subtract, and insert h₂ − h₁ = ε_2s − ε_1s − J₁₂ + J₁₁:

E± − E₀ = h₂ − h₁ + J₁₂ − J₁₁ ± K₂₂ = ε_2s − ε_1s ± K₂₂.

For helium with exact exchange, the SPA is therefore the energy difference between two configurations built from frozen ground-state orbitals.

This allows its error to be split. With E₀ = −2.86167 hartree, the triplet configuration lies at −2.86167 + 0.73702 = −2.12465. The CI triplet lies at −2.9032 + 0.7280 = −2.1752, so the configuration is about 0.051 too high. The ground determinant is about 0.042 too high. The SPA error of 0.009 is the difference between these two larger errors. For the singlet they are about 0.066 and 0.042, so the cancellation is less complete.

A likely contributor is the frozen 1s orbital. From the relations above,

h₁ = E₀ − ε_1s = −2.8617 + 0.9180 = −1.9437 hartree,

whereas the lowest energy of one electron at a nucleus of charge 2 is −2. With the other electron far out in 2s, the inner orbital should contract towards that of the ion, and the frozen configuration forgoes this gain. The comparison supports the explanation but does not separate relaxation from correlation.

To find the effect of the other transitions, replace M± by λM±. Second-order perturbation theory for the eigenvalue of Ω gives

ω² = w₂² + 2λw₂M±₂₂ + λ² Σ_q≠2 4w₂w_q K₂q²/(w₂² − w_q²) + …

The sign of M± has disappeared from the last term because the coupling is squared there. Now use √(w₂² + δ) = w₂ + δ/(2w₂) − δ²/(8w₂³) + …:

ω = w₂ ± λK₂₂ + λ² [−K₂₂²/(2w₂) + Σ_q≠2 2w_q K₂q²/(w₂² − w_q²)] + …

The first term in the bracket comes from the backward amplitude of 1s→2s itself, the second from mixing with the other transitions. Both are negative, the second because every w_q exceeds w₂. Their values are −0.0003 and −0.0088 hartree, so mixing is the main omission of both approximations when they are measured against the full matrix.

The mixing term has a forward and a backward part, since

2w_q/(w₂² − w_q²) = 1/(w₂ − w_q) − 1/(w₂ + w_q).

The backward part supplies −0.0016 of the −0.0088 hartree. Backward amplitudes thus matter more in the full matrix than in the SMA. Dropping all of them while keeping every transition, which is the Tamm–Dancoff approximation, raises the triplet from 0.7236 to 0.7280 hartree.

Going from singlet to triplet is the same as changing the sign of λ. Even orders therefore shift the mean of the two energies, and odd orders determine their splitting. The second-order shift is −0.0091 hartree, and the full matrix gives −0.0101. The splitting is 2K₂₂ = 0.0452 through second order, and the remaining odd orders raise it to 0.0519. The CI splitting is 0.029, so the full exchange-only matrix gives a worse splitting than the SPA, although it includes more of the response.

**Variation 1: a matrix of two transitions**

*Add 1s→3s, with w₃ = 0.853296, K₂₃ = −0.011123 and K₃₃ = 0.005485 hartree.*

The sign of K₂₃ depends on the arbitrary signs of the orbitals and drops out when it is squared. With s = +1 for the singlet and −1 for the triplet, the matrix elements are

Ω₂₂ = w₂² + 2s w₂K₂₂
Ω₃₃ = w₃² + 2s w₃K₃₃
Ω₂₃ = 2s √(w₂w₃) K₂₃.

The lower eigenvalue is

ω² = (Ω₂₂ + Ω₃₃)/2 − √[((Ω₃₃ − Ω₂₂)/2)² + Ω₂₃²].

For the singlet, Ω₂₂ = 0.61135, Ω₃₃ = 0.73747 and |Ω₂₃| = 0.01791 hartree². Then

ω² = 0.67441 − √(0.06306² + 0.01791²) = 0.60886, ω = 0.7803 hartree.

For the triplet, Ω₂₂ = 0.54269, Ω₃₃ = 0.71875 and |Ω₂₃| is unchanged. Then

ω² = 0.63072 − √(0.08803² + 0.01791²) = 0.54088, ω = 0.7354 hartree.

The second transition recovers about a quarter of the distance from the SMA to the full root for the singlet, and about a tenth for the triplet. In second order, 3s supplies −0.0014 of the −0.0088 hartree of mixing. The rest comes from the higher s orbitals of the basis, which also stand in for the continuum. The coupling |Ω₂₃| is only 0.14 (singlet) and 0.10 (triplet) of the distance Ω₃₃ − Ω₂₂, yet most of the mixing comes from transitions further up. A weak coupling to the nearest neighbour thus does not guarantee that a small matrix suffices.

**Variation 2: exchange in the orbitals but not in the kernel**

*Keep the same orbitals and set f = 0.*

Now the Hartree term acts between all spins, so M↑↑ = M↑↓ = K. Hence M+ = 2K and M− = 0. The SPA gives

singlet: w₂ + 2K₂₂ = 0.8048 hartree
triplet: w₂ = 0.7596 hartree.

The triplet stays at the bare gap even with the full matrix, since its whole coupling vanishes. Relative to the CI, the errors are now 0.048 and 0.032 hartree, compared with 0.025 and 0.009 when the exchange kernel is included.

The exchange kernel lowers both SPA energies by K₂₂ and leaves their splitting at 2K₂₂. The reason is general within the SPA: the splitting is M+ − M− = 2M↑↓, and exchange acts only between equal spins. Within the SPA and with these orbitals fixed, reducing the splitting from 0.045 to the CI value of 0.029 hartree would need an opposite-spin correlation kernel with a matrix element of about −0.008 hartree. A consistent treatment of correlation would also change the orbitals and could make the kernel depend on frequency, so this number is an estimate of what is missing, not a prediction of that kernel.

The numerical output below gives the values to more digits.

Calculated quantities

```
Gaussian s functions: 18
EXX ground-state energy: -2.861665 hartree
EXX orbital energy 1s: -0.917951 hartree
EXX orbital energy 2s: -0.158332 hartree
EXX orbital energy 3s: -0.064655 hartree
Kohn-Sham gap w(1s-2s): 0.759618 hartree = 20.670 eV
Kohn-Sham gap w(1s-3s): 0.853296 hartree
K(2s,2s): 0.022599 hartree; radial grid: 0.022599 hartree
K(2s,3s): -0.011123 hartree
K(3s,3s): 0.005485 hartree
--- singlet 1s->2s excitation energy ---
SPA: 0.782217 hartree = 21.285 eV
SMA: 0.781890 hartree = 21.276 eV
two transitions: 0.780294 hartree = 21.233 eV
Tamm-Dancoff, all transitions: 0.776449 hartree = 21.128 eV
full Casida: 0.775512 hartree = 21.103 eV
CI reference: 0.757314 hartree = 20.608 eV
SPA minus CI: +0.024903 hartree
SMA minus CI: +0.024577 hartree
full minus CI: +0.018199 hartree
CI change on adding l=3: +0.000484 hartree
--- triplet 1s->2s excitation energy ---
SPA: 0.737020 hartree = 20.055 eV
SMA: 0.736673 hartree = 20.046 eV
two transitions: 0.735448 hartree = 20.013 eV
Tamm-Dancoff, all transitions: 0.728002 hartree = 19.810 eV
full Casida: 0.723599 hartree = 19.690 eV
CI reference: 0.728032 hartree = 19.811 eV
SPA minus CI: +0.008988 hartree
SMA minus CI: +0.008641 hartree
full minus CI: -0.004433 hartree
CI change on adding l=3: +0.000509 hartree
--- splitting, singlet minus triplet ---
SPA: 0.045197 hartree
SMA: 0.045217 hartree
full: 0.051914 hartree
CI: 0.029282 hartree
--- second order in the kernel ---
backward-pole term: -0.000336 hartree
mixing term, all transitions: -0.008809 hartree
mixing term, 1s->3s only: -0.001398 hartree
full mean of singlet and triplet minus w: -0.010063 hartree
SPA singlet without exchange kernel: 0.804816 hartree
SPA triplet without exchange kernel: 0.759618 hartree
CI ground-state energy: -2.903247 hartree
```
